# Fitting Slater and Kanamori Parameters to a Four-Index Interaction Tensor: a numerical check

```python
"""
Result under test: for real d-like orbitals the interaction tensor
I(ab,cd) = (ab|W|cd) has least-squares Slater parameters
    F_k = sum(A_k * I) / ((2k+1) * lambda_k**2),   k = 0, 2, 4,
and sum_k F_k A_k is the exact rotational average of I.
A_k      : angular coefficients, 25 x 25 matrices on orbital pairs
lambda_k : the only nonzero eigenvalue of A_k, (2k+1)-fold
R        : residual I - sum_k F_k A_k, the non-spherical part
eta      : |R| / |I - F_0 A_0| in the Frobenius norm
Kanamori : U = (aa|aa), U' = (aa|bb), J = (ab|ab) = (ab|ba), a != b
Orbital order: xy, yz, z2, xz, x2-y2. The tensor comes from constrained
RPA on Hartree-Fock orbitals (def2-SVP) of an Fe2+ ion, configuration
t2g^6, in the field of six point charges on the axes.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS",
                 "MKL_NUM_THREADS"):
    os.environ[variable] = "1"  # one core: more threads only slow it down
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, dblquad
from scipy.special import eval_legendre
from pyscf import gto, scf, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
RANKS = (0, 2, 4)
LABELS = ("xy", "yz", "z2", "xz", "x2-y2")
T2G, EG = [0, 1, 3], [2, 4]


def d_harmonics(points):
    x, y, z = points.T
    c = np.sqrt(15 / (4 * np.pi))
    return np.array([c * x * y, c * y * z,
                     np.sqrt(5 / (16 * np.pi)) * (3 * z**2 - 1),
                     c * x * z, c / 2 * (x**2 - y**2)])


# Angular coefficients by quadrature that is exact for these polynomials
nodes, node_weights = np.polynomial.legendre.leggauss(6)
phis = 2 * np.pi * np.arange(11) / 11
cos_t, phi = np.meshgrid(nodes, phis, indexing="ij")
sin_t = np.sqrt(1 - cos_t**2)
sphere = np.stack([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t],
                  axis=-1).reshape(-1, 3)
sphere_w = np.repeat(node_weights, 11) * 2 * np.pi / 11
Y = d_harmonics(sphere)
assert np.allclose((Y * sphere_w) @ Y.T, np.eye(5), atol=1e-12)
pair_density = (Y[:, None, :] * Y[None, :, :]).reshape(25, -1) * sphere_w
cos_gamma = sphere @ sphere.T
A = {k: pair_density @ eval_legendre(k, cos_gamma) @ pair_density.T
     for k in RANKS}

# Eigenvalues from a one-dimensional Legendre integral
lam = {k: 25 / (2 * (2 * k + 1)) * quad(
    lambda x: eval_legendre(2, x)**2 * eval_legendre(k, x), -1, 1)[0]
    for k in RANKS}
for k in RANKS:
    assert np.allclose(A[k] @ A[k], lam[k] * A[k], atol=1e-11)
    assert np.linalg.matrix_rank(A[k], tol=1e-8) == 2 * k + 1
assert np.allclose([lam[k] for k in RANKS], [5, 2 / 7, 10 / 63])


def slater_fit(tensor):
    F = np.array([np.sum(A[k] * tensor) / ((2 * k + 1) * lam[k]**2)
                  for k in RANKS])
    model = sum(f * A[k] for f, k in zip(F, RANKS))
    residual = tensor - model
    eta = np.linalg.norm(residual) / np.linalg.norm(tensor - F[0] * A[0])
    return F, model, residual, eta


def kanamori_fit(tensor4):
    n = tensor4.shape[0]
    same, direct, exchange = (np.zeros((n,) * 4) for _ in range(3))
    for a in range(n):
        same[a, a, a, a] = 1
        for b in range(n):
            if a != b:
                direct[a, a, b, b] = 1
                exchange[a, b, a, b] = exchange[a, b, b, a] = 1
    basis = (same, direct, exchange)
    values = np.array([np.sum(B * tensor4) / np.sum(B) for B in basis])
    return values, tensor4 - sum(v * B for v, B in zip(values, basis))


def block(tensor, index):
    return tensor.reshape(5, 5, 5, 5)[np.ix_(index, index, index, index)]


# Test: Coulomb tensor of one Gaussian d shell against radial integrals
shell = gto.M(atom="He 0 0 0", basis={"He": [[2, [1.0, 1.0]]]}, verbose=0)
F_shell, _, R_shell, _ = slater_fit(shell.intor("int2e").reshape(25, 25))
radial_norm = quad(lambda r: r**6 * np.exp(-2 * r**2), 0, 8)[0]


def radial_density(r):
    return r**6 * np.exp(-2 * r**2) / radial_norm


F_radial = np.array([dblquad(
    lambda s, r: 2 * radial_density(r) * radial_density(s)
    * s**k / r**(k + 1), 0, 8, 0, lambda r: r)[0] for k in RANKS])
assert np.allclose(F_shell, F_radial, atol=1e-7)
assert np.max(abs(R_shell)) < 1e-9

# Rotations with quadrature weights, exact for four d harmonics
rotations = []
beta_nodes, beta_weights = np.polynomial.legendre.leggauss(5)
angles = 2 * np.pi * np.arange(9) / 9


def rotation_z(t):
    return np.array([[np.cos(t), -np.sin(t), 0],
                     [np.sin(t), np.cos(t), 0], [0, 0, 1]])


for cb, wb in zip(beta_nodes, beta_weights):
    sb = np.sqrt(1 - cb**2)
    rotation_y = np.array([[cb, 0, sb], [0, 1, 0], [-sb, 0, cb]])
    for alpha in angles:
        for gamma in angles:
            rot3 = rotation_z(alpha) @ rotation_y @ rotation_z(gamma)
            D = (Y * sphere_w) @ d_harmonics(sphere @ rot3).T
            rotations.append((wb / 2 / 81, np.kron(D, D)))


def rotational_average(tensor):
    return sum(w * K @ tensor @ K.T for w, K in rotations)


rng = np.random.default_rng(5)
general = rng.normal(size=(25, 25))
g4 = general.reshape(5, 5, 5, 5)
g4 = g4 + g4.transpose(1, 0, 2, 3)
g4 = g4 + g4.transpose(0, 1, 3, 2)
symmetric = g4.reshape(25, 25)
symmetric = symmetric + symmetric.T
assert np.allclose(rotational_average(symmetric), slater_fit(symmetric)[1],
                   atol=1e-10)
# Without the exchange symmetry of a pair, odd ranks spoil the equality
assert np.linalg.norm(rotational_average(general)
                      - slater_fit(general)[1]) > 0.01

# Electronic structure of the ion in the field of the point charges
distance, charge = 2.00, -0.5
mol = gto.M(atom="Fe 0 0 0", basis="def2-svp", charge=2, spin=0, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-10
mf.max_cycle = 100
hcore = mf.get_hcore()
for axis in range(3):
    for sign in (1, -1):
        site = np.zeros(3)
        site[axis] = sign * distance / BOHR_ANGSTROM
        with mol.with_rinv_origin(site):
            hcore = hcore - charge * mol.intor("int1e_rinv")
mf.get_hcore = lambda *args: hcore

# Each basis function belongs to one species: s, p, t2g, eg or f
species = []
for label in mol.ao_labels(fmt=None):
    letter = label[2][-1]
    if letter == "d":
        letter = "t2g" if label[3] in ("xy", "yz", "xz") else "eg"
    species.append(letter)
species = np.array(species)
kinds = ("s", "p", "t2g", "eg", "f")
filled = {"s": 3, "p": 6, "t2g": 3}


def occupy_by_symmetry(mo_energy=None, mo_coeff=None):
    content = np.array([np.sum(mo_coeff[species == kind]**2, axis=0)
                        for kind in kinds])
    dominant = np.argmax(content, axis=0)
    occupation = np.zeros(len(mo_energy))
    for kind, number in filled.items():
        members = np.flatnonzero(dominant == kinds.index(kind))
        lowest = members[np.argsort(mo_energy[members])][:number]
        occupation[lowest] = 2
    return occupation


mf.get_occ = occupy_by_symmetry
eri = mol.intor("int2e", aosym="s8")
mf._eri = eri
mf.kernel()
assert mf.converged
C, energy = mf.mo_coeff, mf.mo_energy
nocc = mol.nelectron // 2
nmo = C.shape[1]
# The prescribed configuration also fills the lowest levels
assert np.all(mf.mo_occ[:nocc] == 2) and np.all(mf.mo_occ[nocc:] == 0)

# Target orbitals: occupied t2g triplet and the most d-like virtual eg pair
trial = gto.M(atom="Fe 0 0 0", basis="sto-3g", spin=0, verbose=0)
d_index = trial.search_ao_label("Fe 3d")
assert len(d_index) == 5
overlap = C.T @ gto.intor_cross("int1e_ovlp", mol, trial)[:, d_index]
weight_t = np.sum(overlap[:, T2G]**2, axis=1)
weight_e = np.sum(overlap[:, EG]**2, axis=1)
occ_target = np.sort(np.argsort(weight_t[:nocc])[-3:])
vir_target = np.sort(nocc + np.argsort(weight_e[nocc:])[-2:])
target = np.concatenate([occ_target, vir_target])
assert np.ptp(energy[occ_target]) < 1e-4
assert np.ptp(energy[vir_target]) < 1e-4
left, singular, right = np.linalg.svd(overlap[target])
to_harmonics = np.kron(left @ right, left @ right)

# Bare, constrained-RPA and full-RPA interaction in the target space
Co, Cv, Ct = C[:, :nocc], C[:, nocc:], C[:, target]
bare_mo = ao2mo.general(eri, (Ct, Ct, Ct, Ct), compact=False)
coupling = ao2mo.general(eri, (Ct, Ct, Co, Cv), compact=False)
kernel = ao2mo.general(eri, (Co, Cv, Co, Cv), compact=False)
gaps = (energy[None, nocc:] - energy[:nocc, None]).ravel()
assert gaps.min() > 0
inside = np.outer(np.isin(np.arange(nocc), target),
                  np.isin(np.arange(nocc, nmo), target)).ravel()


def screen(keep):
    matrix = kernel[np.ix_(keep, keep)] + np.diag(gaps[keep] / 4)
    return bare_mo - coupling[:, keep] @ np.linalg.solve(
        matrix, coupling[:, keep].T)


crpa_mo = screen(np.flatnonzero(~inside))
full_mo = screen(np.arange(gaps.size))

# Test: independent-particle response by finite differences
C0 = Ct[:, :1]
potential = ao2mo.general(eri, (C0, C0, C, C),
                          compact=False).reshape(nmo, nmo)


def expectation(strength):
    vec = np.linalg.eigh(np.diag(energy) + strength * potential)[1][:, :nocc]
    return 2 * np.trace(vec.T @ potential @ vec)


step = 1e-3
response_fd = (expectation(step) - expectation(-step)) / (2 * step)
response_sum = -4 * np.sum(potential[:nocc, nocc:].ravel()**2 / gaps)
assert abs(response_fd / response_sum - 1) < 1e-3  # error of order step**2

# Test: target transitions screened by W_r must restore full RPA
dd = [5 * i + a for i in range(3) for a in (3, 4)]
dd_gap = [energy[target[a]] - energy[target[i]]
          for i in range(3) for a in (3, 4)]
restored = crpa_mo - crpa_mo[:, dd] @ np.linalg.solve(
    crpa_mo[np.ix_(dd, dd)] + np.diag(dd_gap) / 4, crpa_mo[dd, :])
assert np.allclose(restored, full_mo, atol=1e-8)

tensors = {name: HARTREE_EV * to_harmonics.T @ M @ to_harmonics
           for name, M in (("bare", bare_mo), ("cRPA", crpa_mo),
                           ("full RPA", full_mo))}
fits = {name: slater_fit(M) for name, M in tensors.items()}
W = tensors["cRPA"]
F, model, R, eta = fits["cRPA"]
W4 = W.reshape(5, 5, 5, 5)
assert np.allclose(W4, W4.transpose(1, 0, 2, 3), atol=1e-7)
assert np.allclose(W, W.T, atol=1e-7)

# Tests of the fit on the computed, non-spherical tensor
average_error = np.max(abs(rotational_average(W) - model))
assert average_error < 1e-7
design = np.stack([A[k].ravel() for k in RANKS], axis=1)
assert np.allclose(np.linalg.lstsq(design, W.ravel(), rcond=None)[0], F,
                   atol=1e-8)
parts = np.array([(2 * k + 1) * lam[k]**2 * f**2 for k, f in zip(RANKS, F)])
assert np.isclose(np.sum(W**2), parts.sum() + np.sum(R**2), rtol=1e-10)
F_bare, F_full = fits["bare"][0], fits["full RPA"][0]
assert np.all(F_full > 0)
assert np.all(F_full <= F + 1e-8) and np.all(F <= F_bare + 1e-8)
direct = np.einsum("aabb->ab", W4)
exchange = np.einsum("abab->ab", W4)
F0_trace = direct.sum() / 25
J_trace = (exchange.sum() - 5 * F0_trace) / 20
assert np.isclose(F0_trace, F[0]) and np.isclose(J_trace, (F[1] + F[2]) / 14)
assert np.ptp(np.einsum("aaaa->a", model.reshape(5, 5, 5, 5))) < 1e-8

# Fit restricted to the two-index direct and exchange matrices
columns = []
for k in RANKS:
    a4 = A[k].reshape(5, 5, 5, 5)
    columns.append(np.concatenate([np.einsum("aabb->ab", a4).ravel(),
                                   np.einsum("abab->ab", a4).ravel()]))
F_two = np.linalg.lstsq(np.array(columns).T, np.concatenate(
    [direct.ravel(), exchange.ravel()]), rcond=None)[0]

# One wrong orbital sign
flip = np.diag([-1.0, 1, 1, 1, 1])
flip_pair = np.kron(flip, flip)
F_flip, _, _, eta_flip = slater_fit(flip_pair @ W @ flip_pair)
assert np.isclose(F_flip[0], F[0])
assert np.isclose(F_flip[1] + F_flip[2], F[1] + F[2])
assert eta_flip > eta

# Kanamori parameters: direct projection and from the Slater fit
kan, kan_res = kanamori_fit(block(W, T2G))
kan_sph, kan_sph_res = kanamori_fit(block(model, T2G))
kan_formula = [F[0] + 4 * (F[1] + F[2]) / 49,
               F[0] - 2 * F[1] / 49 - 4 * F[2] / 441,
               3 * F[1] / 49 + 20 * F[2] / 441]
assert np.allclose(kan_sph, kan_formula, atol=1e-8)
assert np.max(abs(kan_sph_res)) < 1e-8
assert abs(kan_sph[0] - kan_sph[1] - 2 * kan_sph[2]) < 1e-8
# Cubic symmetry of the orbitals holds up to SCF convergence
assert np.max(abs(kan_res)) < 1e-3
assert np.max(abs(R)) > 10 * np.max(abs(kan_res))
kan_five, five_res = kanamori_fit(model.reshape(5, 5, 5, 5))
assert np.max(abs(five_res)) > 10 * np.max(abs(kan_res))

print(f"distance of the six point charges: {distance:.2f} angstrom")
print(f"each point charge: {charge:.2f} e")
print(f"basis functions: {mol.nao}, electrons: {mol.nelectron}")
print(f"t2g orbital energy: {energy[occ_target[0]] * HARTREE_EV:.3f} eV")
print(f"virtual eg energy: {energy[vir_target[0]] * HARTREE_EV:.3f} eV")
print(f"smallest transition energy: {gaps.min() * HARTREE_EV:.3f} eV")
wt = np.sum(overlap[occ_target]**2, axis=1).mean()
we = np.sum(overlap[vir_target]**2, axis=1).mean()
print(f"squared overlap with trial 3d: t2g {wt:.3f}, eg {we:.3f}")
print(f"transitions: {gaps.size} in all, {inside.sum()} excluded")
print("lambda_0, lambda_2, lambda_4: "
      + ", ".join(f"{lam[k]:.6f}" for k in RANKS))
print("Gaussian d shell, exponent 1 bohr^-2, fitted F0, F2, F4: "
      + ", ".join(f"{f:.6f}" for f in F_shell) + " hartree")
print("same from radial quadrature: "
      + ", ".join(f"{f:.6f}" for f in F_radial) + " hartree")
for name, (f, _, res, e) in fits.items():
    print(f"{name}: F0 {f[0]:.4f}, F2 {f[1]:.4f}, F4 {f[2]:.4f} eV")
    print(f"{name}: J=(F2+F4)/14 {(f[1] + f[2]) / 14:.4f} eV, "
          f"F4/F2 {f[2] / f[1]:.4f}")
    print(f"{name}: |R| {np.linalg.norm(res):.4f} eV, "
          f"max|R| {np.max(abs(res)):.4f} eV, eta {e:.4f}")
print(f"cRPA |I|: {np.linalg.norm(W):.4f} eV")
print("cRPA squared norm in k=0,2,4: "
      + ", ".join(f"{p:.4f}" for p in parts) + " eV^2")
print(f"cRPA squared norm of R: {np.sum(R**2):.4f} eV^2")
print(f"cRPA |R|/|I|: {np.linalg.norm(R) / np.linalg.norm(W):.4f}")
largest = np.unravel_index(np.argmax(abs(R)), R.shape)
names = [LABELS[i] for p in largest for i in divmod(int(p), 5)]
print(f"largest cRPA residual element ({names[0]} {names[1]}|"
      f"{names[2]} {names[3]}): {R[largest]:.4f} eV")
intra = np.einsum("aaaa->a", W4)
intra_R = np.einsum("aaaa->a", R.reshape(5, 5, 5, 5))
print("cRPA (aa|aa), order xy yz z2 xz x2-y2: "
      + ", ".join(f"{u:.4f}" for u in intra) + " eV")
print("residual of (aa|aa), same order: "
      + ", ".join(f"{u:.4f}" for u in intra_R) + " eV")
print(f"largest |rotational average - fit|: {average_error:.1e} eV")
print(f"trace rules: F0 {F0_trace:.4f}, J {J_trace:.4f} eV")
print("two-index fit F0, F2, F4: "
      + ", ".join(f"{f:.4f}" for f in F_two) + " eV")
print("xy sign reversed, F0, F2, F4: "
      + ", ".join(f"{f:.4f}" for f in F_flip) + " eV")
print(f"xy sign reversed, eta: {eta_flip:.4f}")
print(f"t2g Kanamori direct: U {kan[0]:.4f}, U' {kan[1]:.4f}, "
      f"J {kan[2]:.4f} eV")
print(f"t2g direct U-U'-2J: {kan[0] - kan[1] - 2 * kan[2]:.4f} eV")
print(f"t2g direct largest residual: {np.max(abs(kan_res)):.1e} eV")
print(f"t2g Kanamori from Slater fit: U {kan_sph[0]:.4f}, "
      f"U' {kan_sph[1]:.4f}, J {kan_sph[2]:.4f} eV")
print(f"five-orbital Kanamori fit to spherical tensor: U {kan_five[0]:.4f}, "
      f"U' {kan_five[1]:.4f}, J {kan_five[2]:.4f} eV")
print(f"its largest residual: {np.max(abs(five_res)):.4f} eV")
print("success")
```

It prints:

```
distance of the six point charges: 2.00 angstrom
each point charge: -0.50 e
basis functions: 31, electrons: 24
t2g orbital energy: -13.187 eV
virtual eg energy: 8.860 eV
smallest transition energy: 18.728 eV
squared overlap with trial 3d: t2g 0.941, eg 0.858
transitions: 228 in all, 6 excluded
lambda_0, lambda_2, lambda_4: 5.000000, 0.285714, 0.158730
Gaussian d shell, exponent 1 bohr^-2, fitted F0, F2, F4: 0.709939, 0.427844, 0.296200 hartree
same from radial quadrature: 0.709939, 0.427844, 0.296200 hartree
bare: F0 22.2861, F2 10.0512, F4 6.5266 eV
bare: J=(F2+F4)/14 1.1841 eV, F4/F2 0.6493
bare: |R| 6.5055 eV, max|R| 2.2728 eV, eta 0.6738
cRPA: F0 18.1887, F2 8.9681, F4 6.2207 eV
cRPA: J=(F2+F4)/14 1.0849 eV, F4/F2 0.6937
cRPA: |R| 3.5744 eV, max|R| 1.3038 eV, eta 0.4847
full RPA: F0 18.1887, F2 8.3544, F4 6.0160 eV
full RPA: J=(F2+F4)/14 1.0265 eV, F4/F2 0.7201
full RPA: |R| 3.5912 eV, max|R| 1.2370 eV, eta 0.5100
cRPA |I|: 91.2422 eV
cRPA squared norm in k=0,2,4: 8270.7603, 32.8271, 8.7749 eV^2
cRPA squared norm of R: 12.7762 eV^2
cRPA |R|/|I|: 0.0392
largest cRPA residual element (z2 z2|z2 z2): -1.3038 eV
cRPA (aa|aa), order xy yz z2 xz x2-y2: 20.3249, 20.3249, 18.1248, 20.3249, 18.1248 eV
residual of (aa|aa), same order: 0.8963, 0.8963, -1.3038, 0.8963, -1.3038 eV
largest |rotational average - fit|: 5.0e-14 eV
trace rules: F0 18.1887, J 1.0849 eV
two-index fit F0, F2, F4: 18.1904, 8.6407, 6.6277 eV
xy sign reversed, F0, F2, F4: 18.1887, 5.4916, 9.6972 eV
xy sign reversed, eta: 0.6177
t2g Kanamori direct: U 20.3249, U' 18.5716, J 0.9119 eV
t2g direct U-U'-2J: -0.0706 eV
t2g direct largest residual: 2.5e-14 eV
t2g Kanamori from Slater fit: U 19.4286, U' 17.7663, J 0.8312 eV
five-orbital Kanamori fit to spherical tensor: U 19.4286, U' 17.8788, J 0.7749 eV
its largest residual: 0.5625 eV
success
```
